# Mean inner potential from electron second moments, with pseudopotential corrections

## Result and conventions

Hartree atomic units are used. The electrostatic potential $\phi$ is zero in the vacuum far from the sample, and an electron has the energy $-\phi$. The mean inner potential $V_0$ is the average of $\phi$ over a cell of volume $\Omega$ deep inside the sample. If the charge is a superposition of neutral spherical atoms $a$, with electron densities $n_a$ centred on nuclei at $\mathbf R_a$, then

$$
V_0=\frac{2\pi}{3\Omega}\sum_{a\in\text{cell}}M_a,\qquad
M_a=\int |\mathbf r-\mathbf R_a|^2\,n_a(\mathbf r)\,d^3r. \tag{1}
$$

A pseudopotential calculation supplies the cell average $\bar E$ of $V_{\rm loc}+V_H$, the local pseudopotential plus the Hartree potential of the pseudo-valence density, both as electron energies. If $\bar E$ is measured from the vacuum level,

$$
V_0=-\bar E+\frac1\Omega\sum_a\left[\alpha_a+\frac{2\pi}{3}\left(M_{c,a}+\Delta M_a\right)\right]. \tag{2}
$$

For each atom, with $r$ measured from its nucleus,

$$
\alpha=\int\left(V_{\rm loc}+\frac{Z_v}{r}\right)d^3r,\quad
M_c=\int r^2n_c\,d^3r,\quad
\Delta M=\int r^2(n_v-n_{ps})\,d^3r .
$$

Here $Z_v$ is the valence charge, $n_c$ the core density, $n_v$ the all-electron valence density and $n_{ps}$ the pseudo-valence density. Exchange-correlation is not part of $\bar E$, because $V_0$ is an electrostatic quantity.

## Where the second moment comes from

Build a thick slab from translated copies of one unit with charge density $w(\mathbf r)$, nuclei counted positive and electrons negative. The unit is neutral, has no dipole moment, and decays fast enough for the boundary terms below to vanish. Let $z$ be the coordinate along the surface normal, $A$ the surface area per unit, $d$ the layer spacing, and $\Omega=Ad$.

Define the charge per length of one unit and the charge to the left of $z$:

$$
\lambda(z)=\int w\,dx\,dy,\qquad q(z)=\int_{-\infty}^{z}\lambda(z')\,dz'.
$$

Neutrality gives $q(\pm\infty)=0$. After averaging over the surface plane, one layer has charge density $\lambda/A$. Poisson's equation, $\phi_1''=-4\pi\lambda/A$, with no field on the left, gives

$$
\phi_1'(z)=-\frac{4\pi}{A}q(z),\qquad
\phi_1(\infty)=-\frac{4\pi}{A}\int q\,dz
=\frac{4\pi}{A}\int z\lambda\,dz=0 .
$$

The second equality in the expression for $\phi_1(\infty)$ is an integration by parts, and the last uses the absence of a dipole. Each layer therefore produces a potential confined to its neighbourhood. Averaging the sum over layers across one interior period is the same as integrating one layer's potential over all $z$ and dividing by $d$:

$$
V_0=\frac1d\int\phi_1\,dz=-\frac1d\int z\phi_1'\,dz
=\frac{4\pi}{\Omega}\int zq\,dz .
$$

One more integration by parts gives $\int zq\,dz=-\tfrac12\int z^2\lambda\,dz$, so

$$
V_0=-\frac{2\pi}{\Omega}\int z^2w(\mathbf r)\,d^3r. \tag{3}
$$

Moving the origin by $c$ adds $2c\int zw+c^2\int w=0$ to the integral. If the second-moment tensor is isotropic, $\int z^2w=\tfrac13\int r^2w$, and

$$
V_0=-\frac{2\pi}{3\Omega}\int r^2w\,d^3r
=\frac{2\pi}{3\Omega}\left[\int r^2n\,d^3r-\sum_a Z_aR_a^2\right]. \tag{4}
$$

The nuclear term must be kept when a unit contains several nuclei. For neutral spherical atoms it disappears. Writing $\mathbf r=\mathbf R_a+\mathbf s$, each atom contributes

$$
\int |\mathbf R_a+\mathbf s|^2n_a\,d^3s=Z_aR_a^2+M_a,
$$

since the term linear in $\mathbf s$ vanishes by symmetry. The $Z_aR_a^2$ cancel and equation (1) follows. For ions, which are not separately neutral, equation (4) must be applied to a neutral, dipole-free group with an isotropic second-moment tensor. If the tensor is anisotropic, equation (3) is needed.

### Conditions on the result

If the second-moment tensor is anisotropic, equation (3) can give different values for different faces. Consider a model unit with 10 electrons in a Gaussian cloud of widths 0.5, 0.5 and 0.8 bohr along $x$, $y$ and $z$, around a point nucleus of charge 10. One unit occupies a cubic cell of edge 6 bohr. Direct integration of the slab potential gives 1.98 V for a surface normal along $x$ and 5.07 V for a normal along $z$. The one-third formula gives 3.01 V, which is the mean over the three axes and belongs to neither face.

The periodic density alone does not fix $V_0$. It can be divided into neutral units with different second moments, and a slab built from each division has a different termination. A real surface may also carry an additional dipole $D$ per area, counted positive outward. Crossing it outward raises the potential by $4\pi D$. With the vacuum held at zero, the interior value becomes $V_0-4\pi D$. Electrons spilling outward make $D$ negative and raise $V_0$.

## Spherical charges in three dimensions

The corrections in equation (2) need the integrated potential of a neutral spherical charge $w(r)$, which may include a point charge at the origin. Write its potential as $\phi=S(r)/r$. Away from the origin, Poisson's equation becomes $S''=-4\pi rw$. A point charge fixes $S(0)$, and neutrality makes $S$ vanish at large $r$. Then

$$
\int\phi\,d^3r=4\pi\int_0^\infty rS\,dr
=-2\pi\int_0^\infty r^2S'\,dr
=\frac{2\pi}{3}\int_0^\infty r^3S''\,dr .
$$

The boundary terms $r^2S/2$ and $r^3S'/3$ vanish at both ends. Inserting $S''$ gives

$$
\int\phi\,d^3r=-\frac{2\pi}{3}\int r^2w\,d^3r. \tag{5}
$$

For an atom, $w=-n$ away from the nucleus, and the right side is $+2\pi M/3$. The sign is physical: the positive nucleus sits at the centre of the electron cloud, so the potential inside the atom is positive. A more extended cloud screens the nucleus further out and raises the average.

The same result appears in Fourier space. For a spherical atom with $Z$ electrons, the density transform at small $G$ is $n(G)=Z-G^2M/6+\dots$. The potential coefficient is

$$
\frac{4\pi}{\Omega G^2}\left[Z-n(G)\right]\longrightarrow\frac{2\pi M}{3\Omega}
\qquad(G\to0).
$$

The zero-wavevector coefficient is thus a finite limit, although the nuclear and electronic parts diverge separately. A hydrogen 1s density has $M=3$ bohr², which gives $V_0=2\pi/\Omega$ for one such atom per cell.

## What a pseudopotential calculation omits

Let the atom have $N_c=Z-Z_v$ core electrons. The potential implied by the pseudopotential calculation is $-(V_{\rm loc}+V_H[n_{ps}])$. The true potential of the same atom, with $V_H[n]$ denoting the positive Hartree energy function, is

$$
\phi=\frac Zr-V_H[n_c]-V_H[n_v].
$$

Their difference separates into three short-ranged parts:

$$
\phi+V_{\rm loc}+V_H[n_{ps}]
=\left(V_{\rm loc}+\frac{Z_v}{r}\right)
+\left(\frac{N_c}{r}-V_H[n_c]\right)
-V_H[n_v-n_{ps}]. \tag{6}
$$

The first part integrates to $\alpha$. It removes the arbitrary shape given to $V_{\rm loc}$ near the nucleus. The second is the potential of a point charge $N_c$ surrounded by $N_c$ core electrons. By equation (5), it integrates to $2\pi M_c/3$.

The third is the potential of the charge density $-(n_v-n_{ps})$. In the reference atom this difference is confined to $r<r_c$, and norm conservation makes its total charge zero. Gauss's law then gives no potential outside $r_c$, and equation (5) gives the integral $2\pi\Delta M/3$. Equal norms do not imply equal second moments, so norm conservation does not remove this term. If the norm were not conserved and no compensating charge were added, the difference would have a $1/r$ tail and the correction would not be finite.

Dividing the three integrals by $\Omega$ and summing over atoms gives equation (2). The argument uses atom-centred differences, so it also applies to a self-consistent slab whose valence density is not a superposition of atoms. It then requires frozen cores and, at each site, a difference density that is neutral, has no dipole moment and has an isotropic second moment. If only the isotropy fails, the second moment along the surface normal must be used, as in equation (3). A difference density with a dipole along the normal, which the symmetry of a surface site allows, shifts the interior potential relative to vacuum in the same way as the dipole $D$ above, and equation (2) does not include that shift.

For a superposition of pseudo-atoms, equation (5) also gives

$$
\bar E=\frac1\Omega\sum_a\left(\alpha_a-\frac{2\pi}{3}M_{ps,a}\right),
\qquad
V_0=\frac{2\pi}{3\Omega}\sum_a(M_{ps}+M_c+\Delta M)_a. \tag{7}
$$

The second form has no $\alpha$ because the moments do not contain $V_{\rm loc}$.

A limiting case checks the signs. Suppose the valence orbitals are not pseudized and $V_{\rm loc}$ is the frozen-core electrostatic potential $-Z/r+V_H[n_c]$. Then $\Delta M=0$ and $\alpha=-2\pi M_c/3$, so the correction in equation (2) vanishes, as it must.

### Points for implementation

- $\bar E$ must be referred to vacuum. A bulk calculation that sets the zero-wavevector potential to zero does not contain this reference; a slab calculation with a vacuum region does.
- $M_c$ uses the full core density over all space. A smoothed partial core introduced for exchange-correlation is not a substitute.
- $\alpha$ must use the same $V_{\rm loc}$ as $\bar E$. Some codes drop or change the zero-wavevector term of the potential. In a slab calculation this shifts the interior and the vacuum equally, so it cancels when $\bar E$ is referred to vacuum, and the $\alpha/\Omega$ term in equation (2) is still needed.

## Reconstruction of the valence term

In a solid, the valence difference near an atom can be expanded in all-electron partial waves $u_i$ and pseudo partial waves $\tilde u_i$, both radial functions multiplied by $r$. With real spherical harmonics and an on-site density matrix $\rho_{ij}$,

$$
\Delta M=\sum_{ij}\rho_{ij}\,\delta_{l_il_j}\delta_{m_im_j}
\int_0^{r_c}r^2\left(u_iu_j-\tilde u_i\tilde u_j\right)dr. \tag{8}
$$

The Kronecker factors arise because $r^2$ has no angular dependence. They apply to the isotropic moment; the directional moment also couples different angular momenta. If one partial wave per channel suffices and a single channel is occupied, $\Delta M$ scales with the pseudo-charge inside $r_c$. That scaling is an approximation, because a new environment also changes the shape of the orbital.

## Worked case: superposed palladium atoms

The Pd atom is treated in the configuration 4d¹⁰ with the nonrelativistic local density approximation, using Slater exchange and VWN correlation. Its closed shells make the density spherical. The core has 36 electrons and the valence has 10. Atoms are placed on an fcc lattice with a chosen edge of 3.9 Å, or 7.3699 bohr, so that $\Omega=a^3/4=100.08$ bohr³ per atom. The model omits relativity, bonding and surface relaxation, so its result is not a prediction for a metal sample. It also depends on the assumed configuration: spherically averaged 4d⁹5s¹ atoms give 28.7 V in the same model, about 3.3 V above the 4d¹⁰ value found below.

The core and valence moments are 12.954 and 31.756 bohr², with sum 44.710 bohr². Equation (1) gives

$$
V_0=\frac{2\pi\times44.710}{3\times100.08}
=0.9357\ \text{hartree}/e=25.46\ \text{V}.
$$

Direct integration of the atomic Poisson potential and the interior average of a 21-layer (001) slab both give 25.46 V. The valence supplies 18.08 V and the core 7.38 V. The ten valence electrons thus carry 71% of the moment, because the weight $r^2$ favours the outer density.

### Constructing the pseudo-atom

Inside $r_c$ the 4d orbital $u$ is replaced by

$$
\tilde u=r^3e^{P},\qquad
P=P_0+P_1t+\tfrac12P_2t^2+gt^3,\qquad t=r^2-r_c^2 .
$$

Let $p(r)=\ln(u/r^3)$, with the sign of $u$ chosen positive at $r_c$. The radial equation for $l=2$ supplies $u''/u=6/r^2+2(V-\varepsilon)$, where $V$ is the all-electron effective potential and $\varepsilon$ the 4d eigenvalue. Hence, at $r_c$,

$$
p'=\frac{u'}u-\frac3r,\qquad
p''=\frac6{r^2}+2(V-\varepsilon)-\left(\frac{u'}u\right)^2+\frac3{r^2}.
$$

Since $dt/dr=2r$, the chain rule gives $p'=2rP_1$ and $p''=2P_1+4r^2P_2$ there. Value, slope and curvature are matched by

$$
P_0=p(r_c),\qquad P_1=\frac{p'(r_c)}{2r_c},\qquad
P_2=\frac{p''(r_c)-2P_1}{4r_c^2}.
$$

The coefficient $g$ leaves these three quantities unchanged and is fixed by the norm. The derivative of the inner norm with respect to $g$ is $2\int_0^{r_c}t^3\tilde u^2dr$, which is negative because $t<0$. The norm tends to infinity for $g\to-\infty$ and to zero for $g\to+\infty$, so there is one solution.

Differentiating $\tilde u$ twice gives $\tilde u''/\tilde u=6/r^2+6P'/r+P''+P'^2$, with primes denoting $d/dr$. Inserting this in the radial equation yields the screened potential

$$
V_{scr}=\varepsilon+\frac{3P'}r+\frac12\left(P''+P'^2\right).
$$

Outside $r_c$, $V_{scr}$ is the all-electron effective potential. The local pseudopotential is

$$
V_{\rm loc}=V_{scr}-V_H[n_{ps}]-v_{xc}[n_{ps}+n_c].
$$

Using the full core in $v_{xc}$ cancels exchange-correlation outside $r_c$. What remains there is $-Z/r+V_H[n_c]$, which approaches $-Z_v/r$ as the core density decays. At 2.0 bohr, 0.157 core electrons still lie outside, so the integral for $\alpha$ must extend beyond $r_c$.

### Reading the corrections

Each pseudo-atom is then solved self-consistently from a displaced starting potential.

| $r_c$ (bohr) | $\Delta M$ (bohr²) | $\alpha/\Omega$ (eV) | $\bar E$ (eV) | $V_0$ (V) |
|---:|---:|---:|---:|---:|
| 1.6 | −0.133 | 0.498 | −17.662 | 25.461 |
| 2.0 | −0.389 | 1.059 | −17.247 | 25.461 |
| 2.4 | −1.049 | 2.181 | −16.501 | 25.461 |

At $r_c=2.0$ bohr, $\Delta M$ contributes −0.222 V, and equation (2) reads

$$
17.247+1.059+7.377-0.222=25.461\ \text{V}.
$$

The raw average changes by 1.16 eV over the three radii, while the corrected values agree to the digits shown. By equation (7), $\alpha$ cancels identically for superposed pseudo-atoms, so this agreement shows that each pseudo-atom reproduces its reference density; it is not a test of transferability. At 2.0 bohr, omitting the core term lowers the result by 7.38 V, omitting $\alpha$ lowers it by 1.06 V, and omitting $\Delta M$ raises it by 0.22 V. The negative $\Delta M$ means that pseudization has increased the second moment. For these radii the effect grows with $r_c$.

### Transfer to a compressed atom

The free-atom correction is tested on a neutral atom confined by the external potential $0.1(r-2.4)^3$ hartree for $r>2.4$ bohr, with $r$ in bohr. The wall is not included in the electrostatic potential. It reduces the all-electron moment from 44.710 to 40.359 bohr². The pseudo-atom with $r_c=2.0$ bohr has a moment of 27.790 bohr². Adding the free-atom corrections gives

$$
27.790+12.954-0.389=40.355\ \text{bohr}^2,
$$

which is 0.004 bohr² below the all-electron value. This is well inside the test limit of 2% of the combined core and pseudization correction.

The close agreement includes a cancellation. The core moment rises to 13.025 bohr², so the frozen value is too small by 0.071 bohr². The actual difference between valence and pseudo moments becomes −0.456 bohr², so the free-atom $\Delta M$ is too high by 0.067 bohr². These two errors nearly cancel, and they are not independent. If the all-electron valence orbital is solved in the wall with the core frozen, its moment is 27.418 bohr² and the difference from the pseudo moment is −0.372 bohr², so the free-atom $\Delta M$ is then too low by 0.017 bohr². Relaxing the core raises the core moment by 0.071 bohr² and lowers the valence moment by 0.084 bohr². The total error of −0.004 bohr² is thus the sum of −0.017 bohr² from pseudization and +0.013 bohr² from freezing the core.

The pseudo-charge inside $r_c$ rises by a factor 1.026. Scaling $\Delta M$ by this factor changes it to −0.399 bohr², which is closer to the relaxed-core difference of −0.456 bohr² but further from the frozen-core difference of −0.372 bohr². The total error nevertheless grows in magnitude, from 0.004 to 0.014 bohr², because less of the core error is cancelled. The scaling changes $\Delta M$ by only 0.010 bohr², much less than the 0.067 bohr² by which the valence difference changes. This comparison does not test the scaling inside $r_c$, because the actual difference is taken over all space and includes any mismatch of the two orbitals outside $r_c$. In this case the pseudization and frozen-core errors, 0.017 and 0.013 bohr² in magnitude, are a more cautious guide to transferability than their sum.

## Values computed for the example and the checks

```
Pd atom: nonrelativistic LDA (Slater + VWN), 4d10
Nuclear charge; valence electrons: 46; 10
Chosen fcc edge: 3.9 angstrom = 7.3699 bohr
Volume per atom: 100.0761 bohr^3
4d eigenvalue: -0.16077 hartree
Second moment, all electrons: 44.7097 bohr^2
Second moment, core: 12.9541 bohr^2
Second moment, 4d valence: 31.7556 bohr^2
V0 from moment: 0.935686 hartree/e
V0 from moment: 25.4613 V
V0 from Poisson potential: 25.4613 V
V0 from 21-layer (001) slab: 25.4619 V
Core part of V0: 7.3771 V
Valence part of V0: 18.0842 V
--- pseudization radius 1.6 bohr
Pseudo-valence moment: 31.8885 bohr^2
Delta_M: -0.13289 bohr^2; its part of V0: -0.0757 V
alpha: 1.8302 hartree bohr^3
Raw mean E_raw: -17.6622 eV
alpha/Omega: 0.4977 eV
Corrected V0: 25.4613 V
--- pseudization radius 2.0 bohr
Pseudo-valence moment: 32.1448 bohr^2
Delta_M: -0.38913 bohr^2; its part of V0: -0.2216 V
alpha: 3.8933 hartree bohr^3
Raw mean E_raw: -17.2472 eV
alpha/Omega: 1.0586 eV
Corrected V0: 25.4613 V
--- pseudization radius 2.4 bohr
Pseudo-valence moment: 32.8046 bohr^2
Delta_M: -1.04895 bohr^2; its part of V0: -0.5974 V
alpha: 8.0195 hartree bohr^3
Raw mean E_raw: -16.5010 eV
alpha/Omega: 2.1806 eV
Corrected V0: 25.4613 V
Core charge beyond 2.0 bohr: 0.1567 electrons
--- compressed atom, pseudization radius 2.0 bohr
Wall: 0.1 (r-2.4)^3 hartree, r in bohr
All-electron moment: 40.3586 bohr^2
Relaxed core moment: 13.0246 bohr^2
Pseudo-valence moment: 27.7901 bohr^2
Actual valence-minus-pseudo moment: -0.45610 bohr^2
Pseudo charge ratio inside radius: 1.02634
Moment with free-atom correction: 40.3551 bohr^2
Moment with scaled Delta_M: 40.3448 bohr^2
Transfer error, free-atom correction: -0.00355 bohr^2
Transfer error, scaled Delta_M: -0.01381 bohr^2
--- anisotropic Gaussian model unit
Electrons: 10; cubic edge: 6.0 bohr
Widths x=y, z: 0.5, 0.8 bohr
V0, slab normal x: 1.9790 V
V0, slab normal z: 5.0661 V
V0, one-third formula: 3.0079 V
```
